# How a low-potential layer puts dips in neutron total reflection

**Q.** I have a titanium film between two copper films, and I send neutrons onto it at grazing incidence. I am told that the low-density layer traps them. What does "density" mean here?

**A.** It means scattering-length density, the product \(Nb\) of the number density of nuclei and their coherent scattering length. Mass density matters only through \(N\). The neutron wave sees the optical potential

\[
V=\frac{2\pi\hbar^2}{m}Nb .
\]

A nucleus can also absorb the neutron. With the time factor \(e^{-iEt/\hbar}\), a potential \(V-iW\) makes the probability density decay at the rate \(2W/\hbar\). The absorption rate at speed \(v\) is \(N\sigma_a v\), so

\[
W=\tfrac12\hbar vN\sigma_a .
\]

For ordinary absorbers \(\sigma_a\propto1/v\), and \(W\) does not depend on wavelength.

I take flat films, so the motion along them separates off. What remains is motion along the depth \(z\), with

\[
\psi''+\frac{2m}{\hbar^2}(E-V+iW)\psi=0,\qquad E=\frac{\hbar^2k^2}{2m},\qquad k=\frac{2\pi}{\lambda}\sin\theta .
\]

Here \(\theta\) is the grazing angle. \(E\) is the energy of the normal motion alone, which is why it is so small.

With rough nuclear data, copper has \(V_b=170.4\) neV and titanium, whose \(b\) is negative, has \(V_w=-50.5\) neV. My example has 25 nm of copper (thickness \(a\)), 120 nm of titanium (thickness \(L\)) and thick copper below, at \(\lambda=0.5\) nm.

**Q.** Below 170 neV the copper reflects everything. How does a wave get trapped underneath it?

**A.** In copper the wave is evanescent, but it has not vanished after 25 nm. In titanium it propagates again. Leave out absorption for now and define

\[
q^2=\frac{2m(E-V_w)}{\hbar^2},\qquad \kappa^2=\frac{2m(V_b-E)}{\hbar^2},\qquad Q^2=q^2+\kappa^2 .
\]

\(Q\) does not depend on \(E\). Let a wave in the well meet thick copper at \(z=0\). Matching \(e^{iqz}+\rho e^{-iqz}\) to \(\tau e^{-\kappa z}\) in value and slope gives \(1+\rho=\tau\) and \(iq(1-\rho)=-\kappa\tau\). Eliminating \(\tau\),

\[
\rho=\frac{q-i\kappa}{q+i\kappa}=e^{-2i\alpha},\qquad \tan\alpha=\frac{\kappa}{q},\qquad \cos\alpha=\frac qQ .
\]

Reflection is complete, with a phase \(-2\alpha\). A round trip has two crossings and two reflections. Successive round trips add in step when

\[
2qL-4\alpha=2\pi(n-1),\qquad n=1,2,\dots
\]

Since \(\alpha=\pi/2-\arcsin(q/Q)\), this is

\[
qL=n\pi-2\arcsin(q/Q).
\]

At other energies the contributions of successive round trips drift out of phase and largely cancel. Trapping therefore needs both reflecting neighbours and the right round-trip phase.

**Q.** Does every such level show up in my reflectivity curve?

**A.** No. The condition has four solutions here, at \(-40.0\), \(-8.8\), \(42.0\) and \(109.2\) neV. A neutron arriving from vacuum has \(E>0\), so it cannot excite the first two, which are truly bound. The other two lie between zero and \(V_b\). They are resonances, because a neutron in them can tunnel back to vacuum.

For \(n=3\), \(q=0.0668\) nm\(^{-1}\) and \(\kappa=0.0787\) nm\(^{-1}\), so \(Q=0.1032\) nm\(^{-1}\). The left side of the condition is \(0.0668\times120=8.02\), and the right side is \(9.425-2\arcsin(0.647)=8.02\).

**Q.** How long does the neutron stay?

**A.** We need the escape probability per round trip and the round-trip time.

For a thick top barrier I keep one passage of the evanescent wave. The correction is of relative order \(e^{-2\kappa a}\). Entering the barrier from the well, the amplitude is \(\tau=1+\rho=2q/(q+i\kappa)\). At the vacuum side, match \(e^{-\kappa z}+\rho'e^{\kappa z}\) to \(\tau'e^{ikz}\), with \(z\) now along the direction of escape:

\[
1+\rho'=\tau',\quad -\kappa(1-\rho')=ik\tau'
\quad\Rightarrow\quad \tau'=\frac{2\kappa}{\kappa-ik}.
\]

Flux is proportional to wavenumber times intensity, so the transmission is

\[
T=\frac kq|\tau|^2|\tau'|^2e^{-2\kappa a}
=\frac{16\,kq\kappa^2e^{-2\kappa a}}{(k^2+\kappa^2)(q^2+\kappa^2)} .
\]

The round-trip time is \(\hbar\) times the energy derivative of the round-trip phase. From \(\cos\alpha=q/Q\) we get \(d\alpha/dq=-1/(Q\sin\alpha)=-1/\kappa\). With \(v_q=\hbar q/m\) and \(dq/dE=1/(\hbar v_q)\),

\[
t=\hbar\frac{d(2qL-4\alpha)}{dE}=\frac{2L_{\rm eff}}{v_q},\qquad L_{\rm eff}=L+\frac2\kappa .
\]

The extra length comes from the tails in the copper. The escape rate is \(T/t\), and the corresponding energy width is

\[
\Gamma_r=\frac{\hbar T}{t}=\frac{\hbar v_qT}{2L_{\rm eff}} .
\]

For \(n=3\), \(k=0.0450\) nm\(^{-1}\). The prefactor of \(T\) is 3.40 and the exponential is \(e^{-3.94}=0.0195\), so \(T=0.066\). Also \(L_{\rm eff}=145.4\) nm and \(\hbar v_q=2(E-V_w)/q=2770\) neV nm. Hence \(\Gamma_r=2770\times0.0664/290.8=0.63\) neV.

The width can also be found without the thick-barrier approximation, from the complex energy at which the full film supports an outgoing wave with no incoming one. That gives 0.632 neV. For \(n=4\) the barrier is more transparent, and the formula gives 2.63 neV against 2.75 neV.

**Q.** How strong does the wave in the titanium become?

**A.** The expression for \(T\) is unchanged when \(k\) and \(q\) are exchanged, so it also describes entry. Unit incident intensity sends a first wave of intensity \(Tk/q\) into the well. Each round trip multiplies its amplitude by \(\sqrt{1-T}\approx1-T/2\), and at resonance all contributions add in phase. The amplitude sum is \(1/(T/2)\), so the downward wave has intensity

\[
\frac{Tk}{q}\,\frac4{T^2}=\frac{4k}{qT}.
\]

The thick copper below reflects it completely, so the upward wave is equally strong. The crests of the standing wave have twice the amplitude and four times the intensity:

\[
|\psi|^2_{\rm peak}=\frac{16k}{qT}.
\]

This is 162 for \(n=3\), and direct integration of the wave equation gives the same to three digits. Without a film, the crests in front of a perfect mirror reach 4.

**Q.** With so much intensity inside, the reflected beam must be missing something, even without absorption.

**A.** In the steady state it is not. Write the vacuum wave as \(e^{ikz}+re^{-ikz}\), with \(R=|r|^2\). At the surface, \(\operatorname{Im}(\psi^*\psi')=k(1-R)\). Inside the film the wave equation gives

\[
\frac{d}{dz}\operatorname{Im}(\psi^*\psi')=\operatorname{Im}(\psi^*\psi'')=-\frac{2m}{\hbar^2}W|\psi|^2 .
\]

The wave vanishes deep in the thick backing. Integrating from the surface down,

\[
1-R=\frac{2m}{\hbar^2k}\int_0^\infty W|\psi|^2\,dz .
\]

If \(W=0\), then \(R=1\), however large \(|\psi|^2\) is. The stored neutrons are an inventory built up when the beam is switched on. After that, as many leave as enter.

**Q.** Then what does the resonance do to the reflected wave when there is no loss?

**A.** It changes its phase, and so delays it. The decaying level is a pole of \(r\) at \(E_0-i\Gamma_r/2\): there, an outgoing wave exists without an incoming one. On the real axis within the plateau \(|r|=1\), so the analytic function \(r(E)\,[r(E^*)]^*\) equals 1 there, and therefore also in the neighbourhood. A pole at one energy then requires a zero at the complex-conjugate energy. Near a narrow, isolated resonance, with a slowly varying phase \(\varphi\),

\[
r=e^{i\varphi}\,\frac{x-i\Gamma_r/2}{x+i\Gamma_r/2},\qquad x=E-E_0 .
\]

Let \(\beta\) be the phase of the denominator, so that \(\cot\beta=2x/\Gamma_r\). The fraction has phase \(-2\beta\), and the resonant delay is

\[
-2\hbar\frac{d\beta}{dE}=\frac{\hbar\Gamma_r}{x^2+\Gamma_r^2/4}\;\longrightarrow\;\frac{4\hbar}{\Gamma_r}\quad(x=0).
\]

The phase of the full lossless reflection amplitude gives a delay of 4.18 µs for \(n=3\). One crossing of the titanium takes 0.0285 µs. A steady-state measurement of \(R\) does not record this delay, so the lossless plateau looks flat. A pulse much narrower in energy than \(\Gamma_r\) would come back about 4 µs late, displaced about 3 mm along the film.

**Q.** Now put the absorption back. Why does it appear as a dip?

**A.** The neutron is exposed to absorption for as long as it is stored, and it is stored much longer on resonance. To first order, the loss shifts the level energy by the average of \(-iW\) over the trapped density. If \(f_w\) and \(f_b\) are the shares of that density in titanium and copper, the shift is \(-i\Gamma_a/2\) with

\[
\Gamma_a=2(f_wW_w+f_bW_b).
\]

The shares follow from the closed well. Take \(\psi=\cos qz\) about its centre; the sine modes give the same result. At each interface \(\psi^2=\cos^2\alpha=q^2/Q^2\), and the two tails together contain \(q^2/(\kappa Q^2)\). The well contains

\[
\frac L2+\frac{\sin qL}{2q}=\frac L2+\frac{\sin\alpha\cos\alpha}{q}=\frac L2+\frac{\kappa}{Q^2}.
\]

The total is \(L/2+(\kappa^2+q^2)/(\kappa Q^2)=L_{\rm eff}/2\), so

\[
f_b=\frac{2q^2}{\kappa Q^2L_{\rm eff}},\qquad f_w=1-f_b .
\]

The zero of \(r\) belongs to the time-reversed wave, which only enters. Its density is distributed in the same way. Time reversal has already been used to place the zero, but the absorber itself is not reversed: it is the same \(-iW\) in both cases. Pole and zero therefore both move **down** by \(\Gamma_a/2\):

\[
r=e^{i\varphi}\,\frac{x+i(\Gamma_a-\Gamma_r)/2}{x+i(\Gamma_a+\Gamma_r)/2}.
\]

They are no longer mirror images about the real axis, so \(|r|\) falls below 1. Taking the squared modulus, and using \((\Gamma_r+\Gamma_a)^2-(\Gamma_r-\Gamma_a)^2=4\Gamma_r\Gamma_a\),

\[
R=1-\frac{\Gamma_r\Gamma_a}{(E-E_0)^2+(\Gamma_r+\Gamma_a)^2/4}.
\]

I have neglected the small non-resonant absorption. At the centre the depth is

\[
1-R_{\min}=\frac{4\Gamma_r\Gamma_a}{(\Gamma_r+\Gamma_a)^2}.
\]

**Q.** What does that give for my film?

**A.** The loss potentials are 0.0252 neV in titanium and 0.0234 neV in copper. For \(n=3\), \(f_w=0.927\), so

\[
\Gamma_a=2(0.927\times0.0252+0.073\times0.0234)=0.050\ \text{neV}.
\]

With \(\Gamma_r=0.632\) neV the depth is \(4\times0.632\times0.0501/0.682^2=0.272\). The full layered reflectivity has a dip of 0.273 at \(0.205^\circ\). The \(n=4\) dip lies at \(0.331^\circ\) and is only 0.071 deep, because its neutrons escape sooner. The plateau ends at \(0.414^\circ\).

**Q.** A quarter of the beam lost in 120 nm of titanium seems too much.

**A.** A straight pass at the vacuum angle would absorb \(N\sigma_aL/\sin\theta=0.0032\), which is also what the flux balance gives for \(|\psi|^2=1\) throughout the titanium. (Refraction steepens the path in titanium, so a wave that crosses it once loses only \(k/q\) of this, 0.0022.) The flux balance multiplies this by the intensity in the film. Absorption adds to the round-trip loss and multiplies the resonant amplitude by \(\Gamma_r/(\Gamma_r+\Gamma_a)\). The intensity changes by the square of this factor, so the peak falls from 162 to \(162/1.165=139\). The integral of \(|\psi|^2\) is the peak times \(L_{\rm eff}/2\), or \(139\times72.7\) nm. Divided by 120 nm, this is an enhancement of 84, and \(84\times0.00324=0.27\). Using the titanium value for the small copper share makes little difference.

The times tell the same story. The lifetime against absorption in titanium is 13.1 µs, and the lossless delay is 4.18 µs. Their ratio, 0.32, is the weak-loss estimate \(4\Gamma_a/\Gamma_r\). The actual depth is smaller because absorption also shortens the stay, counted as the number stored per unit incident rate. Without loss this time equals the delay \(4\hbar/\Gamma_r\); with loss it is \(4\hbar\Gamma_r/(\Gamma_r+\Gamma_a)^2=3.6\) µs, and \(3.6/13.1=0.27\). The phase delay of the neutrons that do come back is then a different quantity, \(4\hbar\Gamma_r/(\Gamma_r^2-\Gamma_a^2)\), and is slightly longer than without loss.

**Q.** Would a stronger absorber make a deeper dip?

**A.** Up to a point. "Weak" has to be judged against escape through the barrier:

- For \(\Gamma_a\ll\Gamma_r\), the depth is \(4\Gamma_a/\Gamma_r\) and grows with absorption.
- For \(\Gamma_a=\Gamma_r\), the zero of \(r\) lies on the real axis and \(R_{\min}=0\). The wave leaking out of the well cancels the wave reflected directly by the top barrier.
- For \(\Gamma_a\gg\Gamma_r\), the depth is \(4\Gamma_r/\Gamma_a\). The loss prevents the amplitude from building up, and the barrier reflects most of the beam.

With the geometry fixed, I multiplied all absorption by 0.1, 1, 12 and 60. The full calculation gives \(n=3\) depths of 0.031, 0.273, 0.999 and 0.577.

**Q.** I cannot change the nuclei. Can I change the barrier instead?

**A.** Yes, since \(\Gamma_r\) falls as \(e^{-2\kappa a}\) while \(\Gamma_a\) hardly changes. With everything else fixed, the formulas put \(\Gamma_r=\Gamma_a\) for \(n=3\) at \(a=41.1\) nm. A search with the full reflectivity finds the same thickness, with \(R\) below \(10^{-10}\).

That is the best thickness for an ideal beam. The dip is then only \(2\Gamma_a=0.10\) neV wide, or 0.24 % of \(E\). Since \(E\propto k^2\), this is 0.12 % in \(k\). If the resolution is much coarser, what counts is the area of the dip,

\[
\int(1-R)\,dE=\frac{2\pi\Gamma_r\Gamma_a}{\Gamma_r+\Gamma_a}.
\]

It tends to \(2\pi\Gamma_a\) for a leaky barrier and is half that at \(\Gamma_r=\Gamma_a\). On such an instrument, the barrier that is best for an ideal beam gives a shallower measured dip than a thinner one, as long as the resonance stays narrower than the resolution.

**Q.** How do I know the low layer is responsible, and not simply the absorption?

**A.** Change one thing at a time and keep the absorption. Between 10 and 165 neV, removing the top copper leaves a largest loss \(1-R\) of 0.0093. Putting the top copper back and raising the middle layer to copper's real potential, with titanium's absorption retained, leaves 0.0016. The original film loses 0.273. The deep dip needs the well, the barrier and the loss together.

**Q.** What will I see on a real sample?

**A.** My nuclear data are rough, so the third digits above compare calculations and do not predict a measurement. Tabulated scattering lengths at bulk density move the dip angles by up to \(0.002^\circ\). Films 5 % below bulk density change the second digits as well: the \(n=3\) dip moves to \(0.208^\circ\) with depth 0.22, the \(n=4\) depth falls to 0.058, and the best barrier becomes 43 nm.

Finite resolution makes the observed dip shallower. A Gaussian resolution function with a full width at half maximum of 2 % in \(k\) reduces the \(n=3\) dip from 0.273 to 0.116 and the \(n=4\) dip from 0.071 to 0.040.

Thickness matters too. Differentiating the level condition gives \(q\,dL+(L+2/\kappa)\,dq=0\), and hence

\[
\frac{dE}{dL}=-\frac{2(E-V_w)}{L_{\rm eff}}=-\frac{2\times92.5}{145.4}=-1.27\ \text{neV/nm}
\]

for \(n=3\). One nanometre moves the dip by almost twice its full width of 0.68 neV. A stored neutron also moves along the film, at 791 m/s, and covers about 0.8 mm in one lifetime \(\hbar/(\Gamma_r+\Gamma_a)\) (about 5 mm under the 41.1 nm barrier; the plane-wave results need a film and an illuminated area much longer than this distance). If the thickness varies by a nanometre over distances much larger than both this and the beam's lateral coherence length, each region reflects with its own dip, the intensities average and the measured dip is smeared.

Grading each interface with an error-function profile of standard deviation 1 nm shifts both dips by about 0.2 neV and hardly changes their depths. That calculation includes no diffuse scattering. Rough interfaces do scatter neutrons out of the well, and I have not computed how many.

**Q.** Would such scattering also make a dip?

**A.** Yes. Divide the resonant loss \(1-R\) by the absorption rate \(\Gamma_a/\hbar\). What remains is the number stored per unit incident rate, and this depends on the other channels only through the total width. Any weak channel that removes stored neutrons from the specular beam therefore acts like absorption. Counting incoherent scattering as complete loss raises the \(n=3\) depth to 0.31.

Leakage through the backing is another such channel. With 100 nm of copper on silicon and no absorption at all, the \(n=4\) resonance still loses 0.0012 of the beam. The \(n=3\) resonance loses nothing this way, because 42 neV is below silicon's potential of 53.4 neV. In this film, a narrow dip at a resonance is thus evidence of stored neutrons being lost, but not by itself evidence of absorption. The rule does not carry over to every dip: a strongly absorbing layer can produce a broad one by interference, without a top barrier and without storage.

**Q.** When should I stop trusting the simple dip formula?

**A.** When the resonance is no longer narrow and isolated. That happens if \(\Gamma_r+\Gamma_a\) approaches the spacing of the levels, or their distance from \(E=0\) or from \(V_b\). Near \(V_b\), \(\kappa a\) becomes small and the thick-barrier expression for \(T\) fails as well. The flux balance still holds there for a thick, absorbing backing, but the wave has to be computed from the full layer sequence. The numerical output below lists the values for both resonances.

## Numbers as computed

```
potential Cu, Ti, Si: 170.4, -50.5, 53.4 neV
loss potential W of Cu, Ti: 0.0234, 0.0252 neV
barrier a, well L: 25, 120 nm; wavelength 0.5 nm
closed-well levels: -40.0, -8.8, 42.0, 109.2 neV
plateau edge angle: 0.414 deg
absorption lifetime in Ti: 13.1 us
n=3: k, q, kappa = 0.0450, 0.0668, 0.0787 1/nm
n=3: L_eff 145.4 nm, T 0.0664, share in Ti 0.927
n=3: Gr formula 0.633, Gr pole 0.632, Ga 0.0501 neV
n=3: dip at 41.84 neV, 0.205 deg
n=3: dip depth exact 0.2731, formula 0.2722
n=3: lossless peak intensity 162.4, formula 162.3
n=3: delay 4.18 us, one crossing 0.0285 us
n=3: single-pass absorption in Ti 0.00324
n=4: k, q, kappa = 0.0726, 0.0878, 0.0544 1/nm
n=4: L_eff 156.8 nm, T 0.2268, share in Ti 0.830
n=4: Gr formula 2.631, Gr pole 2.749, Ga 0.0497 neV
n=4: dip at 109.53 neV, 0.331 deg
n=4: dip depth exact 0.0706, formula 0.0698
n=4: lossless peak intensity 57.1, formula 58.3
n=4: delay 0.97 us, one crossing 0.0217 us
n=4: single-pass absorption in Ti 0.00201
n=3: absorption x 0.1: dip depth 0.031
n=3: absorption x 1: dip depth 0.273
n=3: absorption x 12: dip depth 0.999
n=3: absorption x 60: dip depth 0.577
n=3: dip area within +-8 neV: 0.287, formula 0.284 neV
n=3: deepest dip at a = 41.1 nm, formula 41.1 nm
n=3: reflectivity there 2.8e-11
largest 1-R, 10 to 165 neV, no top barrier: 0.0093
largest 1-R, 10 to 165 neV, no low layer: 0.0016
n=3: depth with 2 % FWHM resolution in k: 0.116
n=3: 1 nm grading: shift +0.19 neV, depth 0.273
n=3: shift per nm of well -1.27, formula -1.27 neV/nm
n=3: depth with incoherent scattering as loss: 0.3100
n=3: leak through 100 nm Cu into Si, no absorption: 6.7e-16
n=4: depth with 2 % FWHM resolution in k: 0.040
n=4: 1 nm grading: shift +0.20 neV, depth 0.070
n=4: shift per nm of well -2.08, formula -2.04 neV/nm
n=4: depth with incoherent scattering as loss: 0.0810
n=4: leak through 100 nm Cu into Si, no absorption: 1.2e-03
```
